\section*{Verifying a radial Dirac solver by scaling the speed of light}

\section{Problem}

An electron moves in a fixed central potential. Atomic units are used, $E$ is the energy without the rest energy, and the large and small radial components $P$ and $Q$ obey
\begin{align}
P'+\frac{\kappa}{r}P&=\frac{1}{c}\,(2c^2+E-V)\,Q, \label{eq:d1}\\
Q'-\frac{\kappa}{r}Q&=-\frac{1}{c}\,(E-V)\,P. \label{eq:d2}
\end{align}
Here $\kappa=-1$ for $s_{1/2}$, $+1$ for $p_{1/2}$ and $-2$ for $p_{3/2}$. The potential is a model of a screened heavy nucleus,
\begin{equation}
V(r)=-\frac{1+(Z-1)e^{-\mu r}}{r},\qquad Z=80,\quad \mu=5\ \text{per bohr}.
\end{equation}
It leaves out self-consistency, nuclear size and radiative corrections, and it does not change when $c$ is changed.

A Dirac solver gave the following $1s_{1/2}$ energies for multiples of the physical value $c_0=137.035999$. The Schr\"odinger energy of the same state is $E_0=-2822.803128$ hartree.
\begin{center}
\begin{tabular}{cc}
$c/c_0$ & $E$ (hartree)\\
1 & $-3152.820133$\\
2 & $-2893.530948$\\
4 & $-2839.904112$\\
8 & $-2827.043899$
\end{tabular}
\end{center}

\begin{enumerate}
\item[(a)] Show that the Dirac equations become the Schr\"odinger equation as $c\to\infty$. Reduce them to one equation for an angle, and show how the number of nodes selects the energy.
\item[(b)] Show that $E-E_0$ starts with a term $a/c^2$, and express $a$ through the Schr\"odinger orbital.
\item[(c)] Find the observed order of the decrease from the table.
\item[(d)] Extract $a$ by Richardson extrapolation and compare it with the integral of part (b).
\item[(e)] How much of the relativistic shift does $a/c^2$ give at the physical $c$? What does $a$ say about the $2p$ splitting?
\end{enumerate}

\section{Hints}

\begin{enumerate}
\item[(a)] The small component is of order $1/c$. Take that factor out. For the angle, use the ratio of the two components and the variable $x=\ln r$.
\item[(b)] Differentiate the product of the Schr\"odinger $P_0$ with the Dirac small component, then the same product with the roles exchanged, and subtract.
\item[(c)] If a quantity falls as $c^{-p}$, doubling $c$ divides it by $2^p$.
\item[(d)] Multiply $E-E_0$ by $c^2$. What remains is $a$ plus powers of $1/c^2$, which can be removed one at a time.
\item[(e)] Subtract the integrals for $\kappa=1$ and $\kappa=-2$. They share $P_0$ and $E_0$.
\end{enumerate}

\section{Solution}

\subsection*{(a) The limit and the solver}

Put $Q=q/c$ and $\varepsilon=1/c^2$. Equations \eqref{eq:d1} and \eqref{eq:d2} become
\begin{align}
P'+\frac{\kappa}{r}P&=[2+\varepsilon(E-V)]\,q, \label{eq:s1}\\
q'-\frac{\kappa}{r}q&=-(E-V)P. \label{eq:s2}
\end{align}
The speed of light now enters through $\varepsilon$ alone. At $\varepsilon=0$ the first equation gives
\begin{equation}
q_0=\frac12\left(P_0'+\frac{\kappa}{r}P_0\right). \label{eq:q0}
\end{equation}
Insert this into the second. The terms $\pm\kappa P_0'/r$ cancel, and
\begin{equation}
\frac12\left[P_0''-\frac{\kappa(\kappa+1)}{r^2}P_0\right]=-(E_0-V)P_0 .
\end{equation}
Since $\kappa=l$ or $\kappa=-l-1$, we have $\kappa(\kappa+1)=l(l+1)$. This is the radial Schr\"odinger equation.

For the solver, define $\theta$ by $wP=\rho\cos\theta$ and $q=\rho\sin\theta$. The constant $w=Z/2$ makes the two parts comparable in size. With $x=\ln r$,
\begin{equation}
\frac{d\theta}{dx}=\frac{w\,(P\,dq/dx-q\,dP/dx)}{w^2P^2+q^2}.
\end{equation}
The derivatives are $r$ times those in \eqref{eq:s1} and \eqref{eq:s2}, so
\begin{align}
\frac{d\theta}{dx}={}&-\frac{r(E-V)}{w}\cos^2\theta+2\kappa\sin\theta\cos\theta\nonumber\\
&-r[2+\varepsilon(E-V)]\,w\sin^2\theta. \label{eq:angle}
\end{align}

Two starting angles are needed. Near the origin $r(E-V)\to Z$, and $P,q\propto r^\gamma$ gives
\begin{equation}
(\gamma+\kappa)P=\varepsilon Zq,\qquad(\gamma-\kappa)q=-ZP .
\end{equation}
Multiplying the two gives $\gamma^2=\kappa^2-\varepsilon Z^2$. Hence $q/P=-Z/(|\kappa|+\gamma)$ for $\kappa<0$ and $P/q=\varepsilon Z/(\kappa+\gamma)$ for $\kappa>0$. The power $\gamma$ is real if $c>Z/|\kappa|$, which limits how far $c$ may be lowered. Far out, $V$ and $\kappa/r$ are dropped. Then $P\propto e^{-\lambda r}$ with $\lambda^2=-E(2+\varepsilon E)$ and $q/P=-\lambda/(2+\varepsilon E)$.

At a node of $P$, $\cos\theta=0$ and \eqref{eq:angle} gives $d\theta/dx=-r[2+\varepsilon(E-V)]w<0$. Each node therefore carries $\theta$ downwards through an odd multiple of $\pi/2$. Integrate outwards and inwards to a common radius. For a state with $\nu$ nodes the angles must satisfy
\begin{equation}
M(E)\equiv\theta_{\rm out}-\theta_{\rm in}+\nu\pi=0 .
\end{equation}
The derivative of the right side of \eqref{eq:angle} with respect to $E$, at fixed $\theta$, is $-(r/w)\cos^2\theta-\varepsilon rw\sin^2\theta<0$. Raising $E$ thus lowers $\theta_{\rm out}$. It raises $\theta_{\rm in}$, because that integration runs the other way and its starting angle also rises with $E$. So $M$ falls steadily with $E$ and has at most one root for each $\nu$.

The tabulated energies come from \eqref{eq:angle}, integrated with an eighth-order Runge--Kutta method of adaptive step (relative tolerance $10^{-12}$), and a bracketing root search on $M$.

\subsection*{(b) The first-order coefficient}

Let $P,q,E$ belong to $\varepsilon$ and $P_0,q_0,E_0$ to $\varepsilon=0$. From \eqref{eq:s1} and \eqref{eq:s2},
\begin{align}
(P_0q)'&=\left(2q_0-\frac{\kappa}{r}P_0\right)q+P_0\left(\frac{\kappa}{r}q-(E-V)P\right)\nonumber\\
&=2q_0q-(E-V)P_0P,\\
(Pq_0)'&=[2+\varepsilon(E-V)]\,q_0q-(E_0-V)P_0P .
\end{align}
Subtract and integrate over all $r$. Bound components vanish at infinity, and at the origin both products vanish as positive powers of $r$. The left side is zero, and
\begin{equation}
(E-E_0)\int_0^\infty P_0P\,dr=\varepsilon\int_0^\infty(V-E)\,q_0q\,dr. \label{eq:id}
\end{equation}
No approximation has been made so far.

The solution regular at the origin depends analytically on $\varepsilon$ while $\varepsilon Z^2<\kappa^2$, and so does the decaying solution near $\varepsilon=0$. The matching condition is then analytic in $E$ and $\varepsilon$. Because its slope in $E$ is not zero, its root has a power series:
\begin{equation}
E=E_0+\frac{a}{c^2}+\frac{b}{c^4}+\frac{d}{c^6}+\dots \label{eq:series}
\end{equation}
Divide \eqref{eq:id} by $\varepsilon$ and let $\varepsilon\to0$. With $\int P_0^2\,dr=1$,
\begin{equation}
a=\int_0^\infty(V-E_0)\,q_0^2\,dr. \label{eq:a}
\end{equation}

The integrand is negative where $V<E_0$ and positive beyond that radius (for $l=0$ this radius is the classical turning point). A negative $a$ means that the inner region, where $V$ is deep and $q_0$ is large, wins.

The decrease is $1/c^2$ if $a\neq0$ and $c$ is large enough for the first term to dominate. A fixed potential is also assumed. If self-consistency gave $V=V_0+V_1/c^2+\dots$, with $V_0$ in the Schr\"odinger problem, the subtraction would leave an extra term $(V-V_0)P_0P$, and $a$ would gain $\int V_1P_0^2\,dr$.

\subsection*{(c) The observed order}

The differences $E-E_0$ are $-330.017005$, $-70.727821$, $-17.100984$ and $-4.240771$ hartree. The observed order for one doubling is
\begin{equation}
p=\log_2\frac{E(c)-E_0}{E(2c)-E_0}.
\end{equation}
The ratios $4.6660$, $4.1359$ and $4.0325$ give $p=2.2222$, $2.0482$ and $2.0117$. The first value is visibly not 2. From \eqref{eq:series},
\begin{equation}
p=2+\log_2\frac{1+b/(ac^2)+\dots}{1+b/(4ac^2)+\dots}
\simeq2+\frac{3}{4\ln2}\,\frac{b}{a\,c^2}.
\end{equation}
The excess should itself fall by a factor that tends to 4. Between the last two orders it falls by $4.13$. The data thus show the approach to second order as well as a number near 2.

\subsection*{(d) Richardson extrapolation}

Define
\begin{equation}
R_0(c)=c^2[E(c)-E_0]=a+\frac{b}{c^2}+\frac{d}{c^4}+\dots
\end{equation}
Doubling $c$ divides the $b$ term by 4, so $4R_0(2c)-R_0(c)$ contains $3a$ and no $b$. The next term is divided by 16, the one after by 64. In general
\begin{equation}
R_k(c)=\frac{4^kR_{k-1}(2c)-R_{k-1}(c)}{4^k-1}. \label{eq:rich}
\end{equation}
For example, in atomic units,
\begin{equation}
R_1(c_0)=\frac{4(-5312753)+6197345}{3}=-5017889 .
\end{equation}
The complete table, in the same units, is
\begin{center}
\begin{tabular}{ccccc}
$c/c_0$ & $R_0$ & $R_1$ & $R_2$ & $R_3$\\
1 & $-6197345$ & $-5017889$ & $-5084148$ & $-5083129$\\
2 & $-5312753$ & $-5080007$ & $-5083145$ & \\
4 & $-5138193$ & $-5082949$ & & \\
8 & $-5096760$ & & &
\end{tabular}
\end{center}
Unrounded energies were used. The six decimals listed in the problem can change the last digit, since at $8c_0$ an error of $10^{-6}$ hartree is multiplied by $c^2\simeq1.2\times10^6$.

For the comparison, \eqref{eq:a} was evaluated without the Dirac solver. The Schr\"odinger equation was diagonalized in 30 functions $r^{l+1}e^{-\zeta r}L_k^{(2l+2)}(2\zeta r)$, where $L_k^{(2l+2)}$ are Laguerre polynomials and $\zeta=60$ per bohr, with integrals by Gauss--Legendre quadrature. This also supplied $E_0$. The result is $a=-5083133$. The extrapolated value differs from it by 4 units, or $8\times10^{-7}$ of $a$. The best unextrapolated entry, $-5096760$, is off by $0.27\%$.

The columns lie alternately beyond and short of $a$. Under \eqref{eq:rich}, a remaining term proportional to $c^{-2m}$ with $m>k$ is multiplied by $(4^{k-m}-1)/(4^k-1)$, which is negative. Every step reverses the sign of every surviving term. The columns therefore alternate about $a$ when $b,d,\dots$ all share one sign, as they do in the Coulomb series of Variation 2; the pattern in the table is consistent with the same signs here. The last correction, from $-5083145$ to $-5083129$, is 16 units. It is a usable estimate of the uncertainty when no integral is at hand, and here it exceeds the actual difference.

A single large $c$ can replace the extrapolation only within a window. The neglected term gives a relative error $b/(ac^2)\simeq0.17\,(c_0/c)^2$, which falls with $c$, while an error $\delta$ in $E-E_0$ becomes $c^2\delta$ in $a$, which grows. At $256\,c_0$ and $512\,c_0$ the same solver gives $a$ to a few parts in $10^6$; at $512\,c_0$ the numerical error already exceeds the neglected term, and farther out it grows roughly as $c^2$. At $c=65536\,c_0$ the same solver gives $c^2(E-E_0)$ with a relative error of about $8\%$ (the exact figure is numerical noise and depends on rounding and step selection). Since $c^2\simeq8.1\times10^{13}$, this corresponds to
\begin{equation}
\delta\simeq\frac{0.082\times5.08\times10^6}{8.1\times10^{13}}\simeq5\times10^{-9}\ \text{hartree}.
\end{equation}
That is about $2\times10^{-12}$ of $E_0$. The energy is excellent, but the difference has lost its digits.

\subsection*{(e) First order at the physical speed of light}

For $1s_{1/2}$, $a/c_0^2=-270.7$ hartree, while the full shift is $-330.0$ hartree ($-8980$ eV). First order gives $82\%$ of it. The same procedure for the other states yields, in hartree,
\begin{center}
\begin{tabular}{cccc}
state & full shift & $a/c_0^2$ & ratio\\
$2s_{1/2}$ & $-96.89$ & $-77.92$ & 0.804\\
$2p_{1/2}$ & $-96.56$ & $-77.61$ & 0.804\\
$2p_{3/2}$ & $-16.04$ & $-15.32$ & 0.955
\end{tabular}
\end{center}
First order is much better for $2p_{3/2}$. The pure Coulomb potential shows why. The trial function of Variation 2, used for a nodeless state with $\kappa<0$, gives $\gamma-|\kappa|=\varepsilon Zt$ and $(\gamma+|\kappa|)t=-Z$, so $1+\varepsilon t^2=2|\kappa|/(|\kappa|+\gamma)$ and $E=c^2(g-1)$ with $g=\gamma/|\kappa|=\sqrt{1-Z^2/(\kappa c)^2}$. This is the $1s$ result with $Z$ replaced by $Z/|\kappa|$. The expansion parameter is $0.34$ for $|\kappa|=1$ but $0.085$ for $|\kappa|=2$, and the first-order fraction $(1+g)^2/4$ is $0.957$ for $2p_{3/2}$, close to the screened value $0.955$. This trial function does not cover $2s_{1/2}$ and $2p_{1/2}$. For these the Coulomb level is $E=c^2\left[\sqrt{(1+\gamma)/2}-1\right]$ with $\gamma=\sqrt{1-Z^2/c^2}$, which has the larger expansion parameter and a first-order fraction of $0.813$, against the screened $0.804$.

The two $2p$ states share $P_0$ and $E_0$, so their splitting comes from $\kappa$ in \eqref{eq:q0}. Since $4q_0^2=P_0'^2+2\kappa P_0P_0'/r+\kappa^2P_0^2/r^2$,
\begin{align}
a_{1/2}-a_{3/2}&=\frac14\int(V-E_0)\left(\frac{6P_0P_0'}{r}-\frac{3P_0^2}{r^2}\right)dr\nonumber\\
&=\frac34\int(V-E_0)\left(\frac{P_0^2}{r}\right)'dr
=-\frac34\int\frac{V'}{r}P_0^2\,dr .
\end{align}
The boundary term vanishes because $P_0\propto r^2$ at the origin. This is the spin--orbit energy: the operator $(V'/2c^2r)\,\mathbf L\cdot\mathbf S$ has $\mathbf L\cdot\mathbf S=\tfrac12$ for $p_{3/2}$ and $-1$ for $p_{1/2}$, a difference of $\tfrac32$. Its first-order splitting is $62.3$ hartree. The full splitting in this model is $80.5$ hartree ($2191$ eV), so a first-order treatment misses $23\%$ of it.

\section{Variation 1: a fault that keeps the order}

Suppose the code omits $V$ from the bracket in \eqref{eq:s1} and uses $2+\varepsilon E$. Does the scaling reveal it?

The limit $\varepsilon=0$ is untouched. Repeating the subtraction of part (b) with the faulty bracket gives
\begin{equation}
(E-E_0)\int P_0P\,dr=-\varepsilon E\int q_0q\,dr,
\end{equation}
and hence
\begin{equation}
a_{\rm faulty}=-E_0\int q_0^2\,dr>0 .
\end{equation}
The difference still falls as $1/c^2$. For the screened $1s$ state the observed orders are $1.9125$, $1.9773$ and $1.9943$, which look as healthy as those of the correct code. Extrapolation, however, gives $a_{\rm faulty}=+4492288$ instead of $-5083133$. The coefficient exposes what the order hides.

The sign has a simple origin. Eliminating $q$ from the faulty equations leaves a Schr\"odinger equation with mass $1+\varepsilon E/2$. For a bound state this is less than 1, so the electron is bound more weakly. That equation contains $\kappa$ only through $l(l+1)$, so the faulty code also has no spin--orbit splitting.

\section{Variation 2: the Coulomb ground state by hand}

Take $V=-Z/r$ and $\kappa=-1$. Find $E(c)$ in closed form and compare it with \eqref{eq:a}.

Try $P=r^\gamma e^{-\lambda r}$ and $q=tP$ with constant $t$. Equating the terms in $1/r$ and the constant terms in \eqref{eq:s1} and \eqref{eq:s2} gives
\begin{align}
\gamma-1&=\varepsilon Zt, & -\lambda&=(2+\varepsilon E)t,\\
(\gamma+1)t&=-Z, & \lambda t&=E .
\end{align}
The left pair gives $\gamma=\sqrt{1-Z^2/c^2}$ and $t=-Z/(1+\gamma)$. The right pair gives $E=-(2+\varepsilon E)t^2$, or $E(1+\varepsilon t^2)=-2t^2$. Using $\varepsilon Z^2=1-\gamma^2$, we find $1+\varepsilon t^2=2/(1+\gamma)$, and therefore
\begin{equation}
E=-\frac{Z^2}{1+\gamma}=c^2(\gamma-1)
=-\frac{Z^2}{2}-\frac{Z^4}{8c^2}-\frac{Z^6}{16c^4}-\dots
\end{equation}

For the integral, $P_0=2Z^{3/2}re^{-Zr}$ gives $q_0=-ZP_0/2$. With $\langle V\rangle=-Z^2$ and $E_0=-Z^2/2$,
\begin{equation}
a=\frac{Z^2}{4}\left(-Z^2+\frac{Z^2}{2}\right)=-\frac{Z^4}{8},
\end{equation}
in agreement with the series. The first-order fraction of the full shift is
\begin{equation}
\frac{-Z^4/(8c^2)}{-Z^2/(1+\gamma)+Z^2/2}
=\frac{(1-\gamma^2)/8}{(1-\gamma)/[2(1+\gamma)]}=\frac{(1+\gamma)^2}{4}.
\end{equation}
At $Z=80$ and the physical $c$, $Z^2/c^2=0.3408$ and $\gamma=0.8119$, so the fraction is $0.821$. The screened potential gave $0.820$: screening changes the $1s$ energy considerably but hardly changes this ratio. The closed form also shows the boundary of the method. At $c=Z$ the power $\gamma$ reaches zero, and below it this bound solution no longer exists for a point nucleus.

All numerical values are calculated from the stated model.
